# Zero Stress in a Charged Cell and the Defect Relaxation Volume

Consider a crystal of atoms that do not interact. Each atom is a point nucleus of charge $Z$ inside a rigid spherical Gaussian electron cloud of charge $-Z$ and width $\sigma$. The clouds do not overlap, so the potential between the atoms is zero. Put a small charge $Q$ in a gap. It feels no force, and its energy does not depend on how far apart the atoms are. Its presence should therefore produce no pressure on the crystal.

A periodic calculation gives a different answer. It sets the mean electrostatic potential to zero, whereas the true potential of these atoms has a positive mean, because it is positive inside each atom and zero outside. For a neutral spherical density $\rho$ the integrated potential is $-(2\pi/3)\int \rho r^2 d^3r$ in atomic units. A Gaussian has $\langle r^2\rangle=3\sigma^2$, so the integral equals $2\pi Z\sigma^2$. With one atom per volume $\Omega_a$, the calculation lowers the whole potential by $2\pi Z\sigma^2/\Omega_a$, and the charge acquires the energy

$$E=-\frac{2\pi QZ\sigma^2}{\Omega_a},\qquad \frac{dE}{d\ln\Omega}=+\frac{2\pi QZ\sigma^2}{\Omega_a}.$$

For positive $Q$ the energy falls on compression. The cell reports a stress and asks to shrink, although nothing in it interacts with the charge. (The charge also interacts with its periodic images and the compensating background. That separate energy falls as $1/L$ with the cell edge $L$ and is treated below.)

## The belief and its appeal

The belief is this: relax a charged supercell until its stress vanishes, subtract the volume of the perfect cell, and the difference is the relaxation volume of the charged defect.

There are good reasons to find it plausible. For a neutral defect the procedure is sound, apart from finite-size errors. The stress of the charged cell is the correct derivative of the computed energy. The background is uniform and exerts no net force on any ion, so the atomic relaxation looks sensible. The volume difference also settles towards a constant as the cell grows, which resembles convergence to a physical value.

The weak point is the energy being differentiated. In a charged cell it contains a term that depends on volume but belongs to a choice of potential zero.

## What zero stress measures

Let $x=\ln(\Omega/\Omega_0)$, where $\Omega_0$ is the equilibrium volume of the perfect supercell. The strain is hydrostatic and the ions are relaxed at every volume. Near equilibrium the host energy is $E_h=E_0+\tfrac12 B\Omega_0x^2$, with $B$ the bulk modulus. The defect adds an energy $\Delta E(x)$, with slope $W=d\Delta E/dx$ at $x=0$. To leading order the stress vanishes when

$$B\Omega_0x+W=0,\qquad\text{so}\qquad \Delta\Omega=\Omega_0x=-\frac{W}{B}.$$

This neglects the change of $W$ with $x$, that is, the defect's effect on the stiffness of the cell. Its relative size is $|dW/dx|/(B\Omega_0)$, which falls as the cell grows. The host's own anharmonicity is neglected too. Its relative effect is proportional to $x$ and falls in the same way.

Because the ions are relaxed, the energy is stationary with respect to their positions. $W$ can therefore be evaluated at fixed fractional coordinates, and the motion of the ions with volume adds nothing at first order.

## The term that does not converge away

Suppose two calculations of the same crystal differ in their potential zero by $v(\Omega)$. A cell of net charge $Q$ changes its energy by $Qv$, and hence

$$\delta W=Q\frac{dv}{dx},\qquad \delta(\Delta\Omega)=-\frac{Q}{B}\frac{dv}{dx}.$$

The shift $v$ is uniform in space, so ionic forces are unaffected. It is fixed by the volume per formula unit, not by the number of units in the cell. Enlarging the supercell therefore leaves $\delta(\Delta\Omega)$ in place. The strain at zero stress does go to zero, but the strain multiplied by the cell volume does not.

An explicit pair of descriptions shows that this freedom is real. In the first, every ion is a point charge. In the second, every ion is a set of concentric Gaussians with the same total charge. Ions do not overlap, so by Gauss's law they interact identically in both. Let component $i$ have charge $q_i$ and width $\sigma_i$. The Fourier transform of the interaction between two unit Gaussians, minus that between two unit points, is

$$\hat f_{ij}(G)=\frac{4\pi}{G^2}\left[e^{-G^2(\sigma_i^2+\sigma_j^2)/2}-1\right]\;\longrightarrow\;-2\pi(\sigma_i^2+\sigma_j^2)\quad(G\to0).$$

The periodic sum omits $G=0$. By Poisson summation,

$$\frac1\Omega\sum_{G\ne0}\hat f_{ij}(G)e^{iG\cdot r}=\sum_R f_{ij}(r+R)-\frac{\hat f_{ij}(0)}{\Omega}.$$

The first term on the right vanishes between different ions, because they do not overlap. Within one ion it gives a constant independent of volume, once the infinite self-energy of each point charge is left out, as it is in the point-ion energy. The second term remains. Summing it over all pairs with the usual factor one half gives

$$E_{\rm ref}=\frac12\sum_{ij}q_iq_j\frac{2\pi(\sigma_i^2+\sigma_j^2)}{\Omega}=\frac{2\pi QS}{\Omega},\qquad S=\sum_iq_i\sigma_i^2.$$

The two parts of $\sigma_i^2+\sigma_j^2$ contribute equally, each giving $QS$, since $\sum_iq_i=Q$. With fixed widths,

$$W_{\rm ref}=-\frac{2\pi QS}{\Omega}\;\longrightarrow\;-\frac{2\pi Qs}{\Omega_p},$$

where $s$ and $\Omega_p$ are the width sum and volume of one host formula unit. The defect's own widths change $S/\Omega$ by an amount of order $1/\Omega$. The opening example is the case $s=-Z\sigma^2$.

$S$ contains no ionic positions, which confirms that no force changes, and the term vanishes for $Q=0$. No energy or force of the neutral crystal can therefore distinguish the two potential zeros. In real solids the clouds overlap and deform under strain, so this formula for $v$ no longer holds, but the general result $\delta W=Q\,dv/dx$ does.

## The background term

The second contribution comes from the periodic images and the background. In a medium of static permittivity $\varepsilon$ the excess charge density $\rho$ has the energy $(2\pi/\Omega)\sum_{G\neq0}|\rho(G)|^2/(\varepsilon G^2)$. For an isolated defect the sum becomes an integral. Their difference comes from small $G$, where the macroscopic $\varepsilon$ applies, and since $G$ scales as $1/L$ it has the form

$$E_{\rm im}=\frac{M}{\varepsilon L}.$$

The coefficient $M$ depends on the arrangement of excess charges, and it is negative for a single charge in a cubic cell. Since $L\propto e^{x/3}$, differentiation gives

$$W_{\rm im}=-E_{\rm im}\left(\frac13+\frac{d\ln\varepsilon}{dx}\right).$$

The one third is the purely geometric part, and it is the whole answer if $\varepsilon$ does not change with volume. When ions supply the screening, the other part can dominate.

To see why, take a rocksalt crystal of charges $\pm1$ with spacing $d$, so that $\Omega_p=2d^3$, and a nearest-neighbour repulsion $\phi=Ae^{-r/\rho_0}$. Let $k$ be the stiffness against displacing one sublattice relative to the other at zero macroscopic field. A field $F$ produces the displacement $u=F/k$ and the polarization $u/\Omega_p$, so

$$\varepsilon=1+\frac{4\pi}{\Omega_pk}.$$

Two of the six bonds of an ion are stretched lengthwise and four are displaced sideways. The Coulomb part follows from Poisson's equation: the opposite sublattice with its uniform background gives a curvature of total $-4\pi/\Omega_p$, shared equally by three directions. Thus

$$k=2\phi''+\frac{4\phi'}{d}-\frac{4\pi}{3\Omega_p}.$$

With $\alpha$ the Madelung constant, the Coulomb energy per formula unit is $-\alpha/d$, and equilibrium against the six bonds requires $\phi'=-\alpha/(6d^2)$. Also $\phi''=-\phi'/\rho_0$. The model below has $d=10\rho_0$ and $\alpha=1.7476$, so the repulsive part of $d^3k$ is $(\alpha/3)(10-2)=4.66$, the Coulomb part is $-2.09$, and the total is $2.57$.

The repulsive part is proportional to $e^{-d/\rho_0}(2/\rho_0-4/d)$. The derivative of its logarithm with respect to $\ln d$ is $-10+4/16=-9.75$, or $-3.25$ with respect to $x$. The Coulomb part varies as $e^{-x}$. Therefore

$$\frac{d\ln k}{dx}=\frac{-3.25\times4.66+2.09}{2.57}\approx-5.1.$$

Since $\varepsilon-1\propto1/(\Omega_pk)$, its logarithmic derivative is $-1+5.1=4.1$. Multiplication by $(\varepsilon-1)/\varepsilon=0.71$ gives $d\ln\varepsilon/dx\approx2.9$, almost nine times the geometric one third. Expansion weakens the repulsion that holds the sublattices in place, and the crystal screens better.

Strong screening does not necessarily remove this pressure. Writing $W_{\rm im}=(M/L)[-1/(3\varepsilon)+d(1/\varepsilon)/dx]$ and letting $k\to0$, one finds $1/\varepsilon\to\Omega_pk/4\pi$. The image energy vanishes, but the derivative of $1/\varepsilon$ tends to $(\Omega_p/4\pi)\,dk/dx$, which need not be zero. Very close to such an instability, however, linear screening itself fails.

After $W_{\rm im}$ is removed, terms of order $1/L^3$ remain. One arises because the screening at short wavelength differs from its macroscopic value: if $1/\varepsilon(G)=1/\varepsilon+\beta G^2$, the omitted $G=0$ term contributes $-2\pi\beta Q^2/\Omega$.

## A quantity without a reference

A crystal that contains a charged defect and is neutral overall holds the opposite charge somewhere else. Let the compensating charge sit far away, and compute it in its own cell of charge $-Q$. A shift of the potential zero changes the two energies by $+Qv$ and $-Qv$. The sum

$$\Delta\Omega_{\rm neutral}=-\frac{1}{B}\Big[W(Q)-W_{\rm im}(Q)+W(-Q)-W_{\rm im}(-Q)\Big]$$

is therefore independent of $v(\Omega)$.

The same cancellation applies when $Q$ electrons occupy a band edge of energy $\epsilon_c$. Each has charge $-1$, so $Q\epsilon_c$ shifts by $-Qv$. The term to add to the charged-cell derivative is then $Q\,d\epsilon_c/dx$, taken from the neutral host in the same potential reference. An alignment of potentials made at one volume corrects an energy at that volume, but it says nothing about this derivative.

The result depends on where the compensating charge resides. A localized electron and a band electron may strain the crystal differently, and each choice defines a legitimate neutral volume. One may quote a volume for the charged defect alone, but only together with the reference that divides the neutral total.

## A donor whose volume changes sign

The model crystal has $d=2.50$ Å, $\rho_0=0.25$ Å, $\Omega_p=31.25$ Å$^3$ and $B=0.2863$ eV/Å$^3$ (45.9 GPa). A donor of charge $+2$ replaces a cation, so $Q=+1$. The compensating electron is localized on a host cation and makes it neutral, so $Q=-1$ in its cell. Both sites keep the host repulsion. Electronic polarization is left out, and all screening comes from ionic displacement, with $\varepsilon=3.45$.

In the extended description each cation is a Gaussian of width 0.22 Å. Each anion has a core of charge $+7$ with that width and a cloud of charge $-8$ with width 0.32 Å. The host width sum is

$$s=(1+7)(0.22)^2-8(0.32)^2=-0.432\ \text{Å}^2.$$

For $Q=+1$ in a large cell this gives $W_{\rm ref}=1.251$ eV, and the donor's apparent volume changes by

$$-\frac{1.251}{0.2863}=-4.37\ \text{Å}^3.$$

A direct plane-wave sum over the extended ions tests the formula. In the 64-ion donor cell both give 1.246 eV, and in the electron cell both give $-1.255$ eV. In the neutral host the sum gives 0.0002 eV where the formula gives zero. That is the error of the finite volume step used for the derivative. The Gaussian tails also overlap slightly where bonds shorten, so the test holds to about 0.0002 eV. The Coulomb energy change when the ions around the donor relax is $-4.226$ eV in both descriptions.

The image term is equally visible. For the donor in the 512-ion cell, $L=20$ Å and $E_{\rm im}=-0.296$ eV, so

$$W_{\rm im}=0.296\,(0.333+2.902)=0.958\ \text{eV}.$$

Dividing by $-B$ gives a spurious volume of $-3.35$ Å$^3$. The volumes for point ions, in Å$^3$, are:

| Ions | Donor, raw | Donor, corrected | Electron, raw | Electron, corrected |
|---|---|---|---|---|
| 64 | −5.29 | 1.41 | 12.50 | 19.19 |
| 216 | −2.58 | 1.88 | 13.65 | 18.11 |
| 512 | −1.30 | 2.05 | 14.38 | 17.73 |

"Corrected" means that the image term has been removed. Even at 512 ions the raw donor volume has the opposite sign to the corrected one.

The sum of the two raw volumes at the three sizes determines the coefficients of a constant plus terms in $1/n$ and $1/n^3$, where $n=2,3,4$ counts conventional cells along an edge. The $1/n$ coefficient is $-25.2$ Å$^3$. The image formula predicts $-26.8$ Å$^3$, and the fit differs from this by 6 per cent. With a volume-independent $\varepsilon$ the prediction would be $-2.8$ Å$^3$, about a tenth of what is found.

Removing the remaining $1/L^3$ term with the two larger cells gives the large-cell estimates for point ions. Higher terms are neglected, and they are not small at these sizes: the corrected values at $n=2,3,4$ change in the ratio 2.8, where a pure $1/n^3$ term would give 4.1. Each entry is uncertain by about 0.1 Å$^3$. The row for extended ions adds the reference shift derived above, $-4.37$ Å$^3$ for the donor and $+4.37$ Å$^3$ for the electron. All values are in Å$^3$:

| Ion description | Donor | Electron | Sum |
|---|---|---|---|
| Point | 2.2 | 17.4 | 19.6 |
| Extended | −2.2 | 21.8 | 19.6 |

The same donor, with the same forces around it, expands the crystal in one description and contracts it in the other. Neither sign is a property of the donor. The sum, 19.6 Å$^3$ or 0.63 of a formula-unit volume, is common to both.

A neutral cell containing both defects gives an independent value. Donor and electron are placed half a cell apart along two axes, and their ions are relaxed together. The raw volume at 512 ions is 14.2 Å$^3$. This cell has no net charge and no reference term, but its two charges still interact with each other and with their images. Removing that screened interaction gives 19.5 Å$^3$, and the large-cell estimate is 19.6 Å$^3$. It agrees with the sum of the separately charged cells to within 0.1 Å$^3$. The finite-size terms that remain depend on how the two defects are placed, and the test allowed 1.5 Å$^3$ for them. The closer agreement belongs to this arrangement and should not be read as an error bar.

Finally, the stress can actually be brought to zero instead of being extrapolated linearly. For the 216-ion donor cell, the derivative $dE/dx$ of the total energy was interpolated between relaxed cells at three volumes, and the reference term was added for extended ions. The zero-stress volume changes are $-2.60$ Å$^3$ for point ions and $-6.98$ Å$^3$ for extended ions. Their difference, $-4.38$ Å$^3$, agrees with the linear value of $-4.36$ Å$^3$ for this cell. Both cells are at zero stress, and they disagree about the volume by more than the donor's large-cell value in either description.

These figures hold for localized charges at low concentration in an insulating crystal under hydrostatic strain. A carrier spread over the whole supercell is not described by the image formula used here, and a dense population of defects would also change the elastic constants. The numerical output follows.

## Table of computed values

```
spacing 2.50 angstrom; repulsion range 0.25 angstrom
repulsion prefactor 3695.21 eV; Madelung constant 1.747565
formula-unit volume 31.250 angstrom^3
bulk modulus 0.28634 eV/angstrom^3 = 45.88 GPa
static permittivity 3.4475; dln(eps)/dln(Omega) 2.9016
core width 0.22, cloud width 0.32 angstrom
host width sum per formula unit -0.4320 angstrom^2
64 ions, host: reference W direct 0.00017, formula 0.00000 eV
64 ions, donor: reference W direct 1.24642, formula 1.24636 eV
64 ions, electron: reference W direct -1.25499, formula -1.25511 eV
donor Coulomb change on relaxing: point -4.22602, extended -4.22598 eV
216-ion donor W: analytic 0.7393, energy difference 0.7393 eV
donor, 64 ions, L 10.0 angstrom: raw -5.285, image-corrected 1.407 angstrom^3
electron, 64 ions, L 10.0 angstrom: raw 12.501, image-corrected 19.193 angstrom^3
donor, 216 ions, L 15.0 angstrom: raw -2.582, image-corrected 1.879 angstrom^3
electron, 216 ions, L 15.0 angstrom: raw 13.651, image-corrected 18.112 angstrom^3
pair, 216 ions, L 15.0 angstrom: raw 12.386, image-corrected 19.477 angstrom^3
donor, 512 ions, L 20.0 angstrom: raw -1.298, image-corrected 2.048 angstrom^3
electron, 512 ions, L 20.0 angstrom: raw 14.381, image-corrected 17.727 angstrom^3
pair, 512 ions, L 20.0 angstrom: raw 14.226, image-corrected 19.544 angstrom^3
donor, 64 ions: image energy -0.5926, image W 1.9162 eV
donor, 216 ions: image energy -0.3950, image W 1.2775 eV
donor, 512 ions: image energy -0.2963, image W 0.9581 eV
donor zero-stress volume change, 216 ions: point -2.597, extended -6.976 angstrom^3
their shift -4.380, linear prediction -4.363 angstrom^3
1/n coefficient of raw sum: found -25.175, predicted -26.768 angstrom^3
same coefficient with volume-independent eps -2.759 angstrom^3
large-cell reference W for Q=+1: 1.2507 eV
large-cell donor: point 2.172, extended -2.196 angstrom^3
large-cell electron: point 17.445, extended 21.813 angstrom^3
neutral volume: charged-cell sum 19.617, pair cell 19.592 angstrom^3
```
